# Lowest-order spin-orbit torques from in-plane rotations and vertical mirrors: verification in Python

```python
"""Spin-orbit torque allowed by continuous rotations about z and vertical mirrors.

Result under test, through second degree in the moment direction m:
  T = m x h,  y = z x E,
  h = a y + b m x y + c [m_z E + z (m.E)].
a: field-like, b: damping-like, c: current-induced anisotropy (conservative).
m is an axial unit vector, E an in-plane electric field (polar vector), and
h an effective field with the unit of energy per area.

Microscopic test model: H = hbar^2 k^2/(2 m_e) + alpha (k x z).sigma + J m.sigma,
electrons of charge -e, relaxation (energy eta) to the equilibrium density matrix.
Units: eV, angstrom, V/angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import null_space
from scipy.special import expit

X, Y, Z = np.eye(3)
rng = np.random.default_rng(4)


# ---------- symmetry count from the group action ----------
def rotation(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


def vertical_mirror(angle):
    normal = np.array([-np.sin(angle), np.cos(angle), 0])
    return np.eye(3) - 2 * np.outer(normal, normal)


def axial(R):
    return np.linalg.det(R) * R


sample_m = rng.normal(size=(30, 3))
sample_m /= np.linalg.norm(sample_m, axis=1)[:, None]
sample_E = np.zeros((30, 3))
sample_E[:, :2] = rng.normal(size=(30, 2))


def allowed_torques(generators, field_degree):
    """Columns: sampled torques m x h for every invariant tensor h."""
    blocks = []
    for R in generators:
        action = axial(R)
        if field_degree == 1:
            action = np.kron(action, axial(R))
        action = np.kron(action, R[:2, :2])
        blocks.append(action - np.eye(len(action)))
    tensors = null_space(np.vstack(blocks), rcond=1e-10)
    columns = []
    for t in tensors.T:
        if field_degree == 0:
            h = np.einsum('ik,sk->si', t.reshape(3, 2), sample_E[:, :2])
        else:
            h = np.einsum('ijk,sj,sk->si', t.reshape(3, 3, 2),
                          sample_m, sample_E[:, :2])
        columns.append(np.cross(sample_m, h).ravel())
    return np.array(columns).reshape(len(columns), 90).T


def rank(matrix):
    if matrix.shape[1] == 0:
        return 0
    return int(np.linalg.matrix_rank(matrix, tol=1e-8))


def field_a(m, E):
    return np.cross(Z, E) + 0 * m


def field_b(m, E):
    return np.cross(m, np.cross(Z, E))


def field_c(m, E):
    return m[..., 2:3] * E + Z * np.sum(m * E, axis=-1, keepdims=True)


# A rotation by 1 radian generates a dense set of all rotations about z.
groups = {
    'rotations only': [rotation(1.0)],
    'rotations + vertical mirrors': [rotation(1.0), vertical_mirror(0.0)],
    'threefold axis + mirrors': [rotation(2*np.pi/3), vertical_mirror(0.0)],
    'rotations + mirrors + inversion':
        [rotation(1.0), vertical_mirror(0.0), -np.eye(3)],
}
print('Number of allowed torques (linear in m, quadratic in m):')
counts = {}
for name, generators in groups.items():
    counts[name] = tuple(rank(allowed_torques(generators, d)) for d in (0, 1))
    print(f'  {name}: {counts[name][0]}, {counts[name][1]}')
assert counts['rotations only'] == (2, 4)
assert counts['rotations + vertical mirrors'] == (1, 2)
assert counts['threefold axis + mirrors'] == (1, 3)
assert counts['rotations + mirrors + inversion'] == (0, 0)

full_group = groups['rotations + vertical mirrors']
for degree, fields in ((0, [field_a]), (1, [field_b, field_c])):
    named = np.array([np.cross(sample_m, f(sample_m, sample_E)).ravel()
                      for f in fields]).T
    found = allowed_torques(full_group, degree)
    assert rank(named) == len(fields)
    assert rank(np.hstack([named, found])) == len(fields)

# ---------- work around a closed loop, and orthogonality ----------
loop_axis = np.array([1.0, 2.0, 2.0]) / 3
u = np.cross(loop_axis, X)
u /= np.linalg.norm(u)
v = np.cross(loop_axis, u)
opening = np.radians(50)
phi = 2 * np.pi * np.arange(200)[:, None] / 200
loop = np.cos(opening)*loop_axis + np.sin(opening)*(u*np.cos(phi)+v*np.sin(phi))
tangent = np.sin(opening) * (-u*np.sin(phi) + v*np.cos(phi))
work = [2*np.pi*np.mean(np.sum(f(loop, X)*tangent, axis=1))
        for f in (field_a, field_b, field_c)]
predicted_work = -2*np.pi*np.sin(opening)**2 * (loop_axis @ Y)
assert abs(work[0]) < 1e-12 and abs(work[2]) < 1e-12
assert abs(work[1] - predicted_work) < 1e-12
print('Loop: axis (1,2,2)/3, opening angle 50 deg, unit E along x')
print('Loop work for unit a, b, c (dimensionless): '
      + ', '.join(f'{abs(w) if abs(w) < 1e-12 else w:.4f}' for w in work))

cos_nodes, cos_weights = np.polynomial.legendre.leggauss(12)
angles = 2*np.pi*np.arange(24)/24
ct, az = np.meshgrid(cos_nodes, angles, indexing='ij')
st = np.sqrt(1 - ct**2)
sphere = np.stack([st*np.cos(az), st*np.sin(az), ct], axis=-1)
sphere_weight = np.repeat(cos_weights[:, None]/48, 24, axis=1)
torque_b = np.cross(sphere, field_b(sphere, X))
torque_c = np.cross(sphere, field_c(sphere, X))
overlap = np.sum(sphere_weight*np.sum(torque_b*torque_c, axis=-1))
norm_b = np.sum(sphere_weight*np.sum(torque_b**2, axis=-1))
norm_c = np.sum(sphere_weight*np.sum(torque_c**2, axis=-1))
assert abs(overlap) < 1e-12
print(f'Sphere averages: b.b {norm_b:.4f}, c.c {norm_c:.4f}, '
      f'b.c {abs(overlap):.4f}')

# ---------- microscopic model ----------
kinetic = const.hbar**2/(2*const.m_e)/const.e*1e20   # eV angstrom^2
alpha, mu, kT = 0.5, 1.0, 0.025
J_example, eta_example = 0.05, 0.1
k_max = 1.0
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])

nodes, weights = np.polynomial.legendre.leggauss(400)
k_radial = 0.5*k_max*(nodes + 1)
w_radial = 0.5*k_max*weights
n_angle = 64
k_angle = 2*np.pi*np.arange(n_angle)/n_angle
kx = np.outer(k_radial, np.cos(k_angle)).ravel()
ky = np.outer(k_radial, np.sin(k_angle)).ravel()
k_weight = np.repeat(k_radial*w_radial, n_angle)/(2*np.pi*n_angle)


def diagonalize(kx, ky, m, J):
    vector = np.stack([alpha*ky + J*m[0], -alpha*kx + J*m[1],
                       J*m[2] + 0*kx], axis=1)
    H = np.einsum('ni,iab->nab', vector, pauli)
    H = H + (kinetic*(kx**2 + ky**2))[:, None, None]*np.eye(2)
    return np.linalg.eigh(H)


def equilibrium(kx, ky, m, J):
    energy, U = diagonalize(kx, ky, m, J)
    occupation = expit(-(energy - mu)/kT)
    return (U*occupation[:, None, :]) @ U.conj().transpose(0, 2, 1)


def full_field(m, E, J, eta):
    """h = -J <sigma> from the steady-state density matrix, no expansion in J."""
    force = -np.asarray(E)
    size = np.linalg.norm(force)
    dx, dy = 1e-5*force[:2]/size
    drive = (equilibrium(kx+dx, ky+dy, m, J)
             - equilibrium(kx-dx, ky-dy, m, J))*size/2e-5
    energy, U = diagonalize(kx, ky, m, J)
    Udag = U.conj().transpose(0, 2, 1)
    gap = energy[:, :, None] - energy[:, None, :]
    change = U @ (-(Udag @ drive @ U)/(eta + 1j*gap)) @ Udag
    spin = np.einsum('n,nab,iba->i', k_weight, change, pauli).real
    return -J*spin


def coefficients(J, eta):
    """a, b, c from the radial integrals of the expansion in J."""
    x, w = np.polynomial.legendre.leggauss(1000)
    k, w = 0.5*k_max*(x + 1), 0.5*k_max*w
    Om = alpha*k
    upper = expit(-(kinetic*k**2 + Om - mu)/kT)
    lower = expit(-(kinetic*k**2 - Om - mu)/kT)
    g = upper - lower
    dg = -(upper*(1-upper) + lower*(1-lower))/kT
    D = eta**2 + 4*Om**2
    K = np.sum(w*g*4*Om**2/D)/(4*np.pi*eta)
    A1 = np.sum(w*k*2*g/(Om*D))/(2*np.pi)
    A2 = np.sum(w*k*(dg/D - g/(Om*D) - 8*Om*g/D**2))/(2*np.pi)
    return -J*K, alpha*J**2*(A1 + A2/2), alpha*J**2*A2/2, K, A1, A2


# Expansion coefficients against the full calculation at small exchange.
m_test = np.array([0.48, 0.60, 0.64])
J_small = 0.002
worst = 0.0
for eta in (0.1, 1.0):
    a, b, c = coefficients(J_small, eta)[:3]
    plus = full_field(m_test, X, J_small, eta)
    minus = full_field(-m_test, X, J_small, eta)
    for got, want in (((plus+minus)/2, a*field_a(m_test, X)),
                      ((plus-minus)/2,
                       b*field_b(m_test, X) + c*field_c(m_test, X))):
        error = np.linalg.norm(got-want)/np.linalg.norm(want)
        worst = max(worst, error)
        # neglected terms are of relative order (J/(alpha k_F))^2 ~ 1e-4
        assert error < 2e-3, (eta, error)
print(f'Small-J test, J = {J_small} eV: largest relative error {worst:.1e}')

# Transformation rule for the full calculation at finite exchange.
E_test = np.array([0.8, 0.6, 0.0])
reference = full_field(m_test, E_test, J_example, eta_example)
for R in (rotation(0.7), vertical_mirror(0.4)):
    moved = full_field(axial(R) @ m_test, R @ E_test, J_example, eta_example)
    assert np.linalg.norm(moved - axial(R) @ reference) \
        < 1e-6*np.linalg.norm(reference)

# ---------- worked example ----------
a, b, c, K, A1, A2 = coefficients(J_example, eta_example)
E_size, area, tilt = 1e-5, 10.0, np.radians(30)
m = np.array([np.sin(tilt), 0, np.cos(tilt)])
E = E_size*X
print(f'hbar^2/(2 m_e) = {kinetic:.4f} eV angstrom^2')
print(f'alpha = {alpha} eV angstrom, J = {J_example} eV, mu = {mu} eV')
print(f'eta = {eta_example} eV, kT = {kT} eV')
print(f'E = {E_size:.0e} V/angstrom along x, cell area = {area} angstrom^2')
print(f'tilt of m from z towards x = {np.degrees(tilt):.0f} deg')
print(f'K  = {K:.5f} 1/(eV angstrom)')
print(f'A1 = {A1:.5f} 1/(eV^3 angstrom^2)')
print(f'A2 = {A2:.5f} 1/(eV^3 angstrom^2)')
print(f'a = {a:.4e} e/angstrom')
print(f'b = {b:.4e} e/angstrom')
print(f'c = {c:.4e} e/angstrom')
bohr_magneton = const.physical_constants['Bohr magneton in eV/T'][0]
for name, value in (('a', a), ('b', b), ('c', c)):
    energy = value*E_size*area
    print(f'{name} |E| area = {energy:.3e} eV, as a field on one Bohr '
          f'magneton {1e3*energy/bohr_magneton:.3f} mT')
parts = [area*np.cross(m, value*f(m, E)) for value, f in
         ((a, field_a), (b, field_b), (c, field_c))]
total = sum(parts)
full = area*np.cross(m, full_field(m, E, J_example, eta_example))


def show(label, vector):
    text = ', '.join(f'{1e9*t + 0.0:.3f}' for t in vector)
    print(f'{label} (x, y, z) = {text} in 1e-9 eV per cell')


show('field-like torque', parts[0])
show('damping-like torque', parts[1])
show('anisotropy torque', parts[2])
show('sum of the three', total)
show('full calculation', full)
difference = np.linalg.norm(full-total)/np.linalg.norm(full)
print(f'relative difference, sum against full: {100*difference:.2f} %')

# ---------- how large the third torque is ----------
ratios = {}
for eta in (0.002, 0.1, 0.5, 2.0):
    values = coefficients(J_example, eta)
    ratios[eta] = values[2]/values[1]
    print(f'eta = {eta} eV: c/b = {ratios[eta]:.4f}')
assert abs(ratios[0.002] + 1) < 1e-3
assert abs(ratios[2.0]) < 0.1

print('every check passed')
```

Printed output:

```
Number of allowed torques (linear in m, quadratic in m):
  rotations only: 2, 4
  rotations + vertical mirrors: 1, 2
  threefold axis + mirrors: 1, 3
  rotations + mirrors + inversion: 0, 0
Loop: axis (1,2,2)/3, opening angle 50 deg, unit E along x
Loop work for unit a, b, c (dimensionless): 0.0000, -2.4581, 0.0000
Sphere averages: b.b 0.6667, c.c 0.4000, b.c 0.0000
Small-J test, J = 0.002 eV: largest relative error 6.9e-05
hbar^2/(2 m_e) = 3.8100 eV angstrom^2
alpha = 0.5 eV angstrom, J = 0.05 eV, mu = 1.0 eV
eta = 0.1 eV, kT = 0.025 eV
E = 1e-05 V/angstrom along x, cell area = 10.0 angstrom^2
tilt of m from z towards x = 30 deg
K  = -0.10060 1/(eV angstrom)
A1 = -0.30698 1/(eV^3 angstrom^2)
A2 = 0.29569 1/(eV^3 angstrom^2)
a = 5.0298e-03 e/angstrom
b = -1.9892e-04 e/angstrom
c = 1.8480e-04 e/angstrom
a |E| area = 5.030e-07 eV, as a field on one Bohr magneton 8.689 mT
b |E| area = -1.989e-08 eV, as a field on one Bohr magneton -0.344 mT
c |E| area = 1.848e-08 eV, as a field on one Bohr magneton 0.319 mT
field-like torque (x, y, z) = -435.592, 0.000, 251.489 in 1e-9 eV per cell
damping-like torque (x, y, z) = 0.000, 19.892, 0.000 in 1e-9 eV per cell
anisotropy torque (x, y, z) = 0.000, 9.240, 0.000 in 1e-9 eV per cell
sum of the three (x, y, z) = -435.592, 29.132, 251.489 in 1e-9 eV per cell
full calculation (x, y, z) = -448.150, 28.822, 258.739 in 1e-9 eV per cell
relative difference, sum against full: 2.80 %
eta = 0.002 eV: c/b = -1.0000
eta = 0.1 eV: c/b = -0.9290
eta = 0.5 eV: c/b = -0.3485
eta = 2.0 eV: c/b = -0.0330
every check passed
```
